\section*{Why Channelled Ions Sputter Less: Shadowing Along Open Crystal Axes}

\section*{Question}

A beam of keV ions strikes a single crystal along an open axis. Why does it generally sputter fewer atoms than a beam of the same ions, energy and polar angle in a random direction, although both meet the same number of atoms per unit depth?

\section*{What the near-surface atoms must receive}

Sputtered atoms come from the outermost layers. They are set free by collision cascades, and the cascades are started by atoms that the ion strikes. Let $\langle T_n\rangle$ be the mean energy given to atoms of layer $n$ per incident ion, and let $z_n$ be the depth of that layer, with $z_1=0$. A simple model of the yield is
\begin{equation}
Y\propto\sum_n w_n\langle T_n\rangle ,\qquad w_n=e^{-z_n/L}.
\label{yield}
\end{equation}
The length $L$ describes how fast a recoil loses its influence on the surface. The model ignores the direction of the recoil and the transport of its cascade, so it gives relative near-surface energies, not absolute yields.

The random reference is defined by keeping every layer at its depth and density but shifting atoms sideways at random from layer to layer. Only the lateral registry differs between the two targets. Let $A$ be the area per atom in a layer. A uniform beam meets an atom at impact parameter between $b$ and $b+db$ with probability $2\pi b\,db/A$, so before appreciable energy loss
\begin{equation}
\langle T_n\rangle_{\rm random}=\frac{S}{A},\qquad
S=\int_0^\infty 2\pi b\,T(b)\,db .
\label{random}
\end{equation}

Suppose first that ions travelled in straight lines through the aligned crystal. Relative to the atoms of any one layer the beam would still be uniform, and \eqref{random} would hold for every layer. An ion that hit the first atom of a row would tend to hit all the others, and most ions would hit none. These correlations change the spread of the energy, not its mean. Open space between rows is therefore not a sufficient explanation. In a numerical control with deflection and energy loss switched off, the mean over 20 aligned layers was $0.999$ of $S/A$.

The missing ingredient is deflection. The first atom of a row pushes ions outwards, and the atoms behind it lie in the region that these ions have left.

\section*{The shadow behind one atom}

Atomic units are used in the algebra. An ion of charge number $Z_1$, mass $M_1$ and energy $E$ meets an atom $Z_2,M_2$ through the repulsive potential
\begin{equation}
V(r)=\frac{Z_1Z_2}{r}\sum_i c_i e^{-\kappa_i r},\qquad \sum_i c_i=1 .
\end{equation}
For a small deflection the ion's path is nearly straight, $r=\sqrt{b^2+z^2}$, with $dt=dz/v$. The transverse force is $-\partial V/\partial b$. Dividing the transverse impulse by $M_1v$ and using $M_1v^2=2E$ gives
\begin{equation}
\theta(b)=-\frac{1}{2E}\frac{d}{db}\int_{-\infty}^{\infty}V\,dz .
\end{equation}
Put $z=b\sinh t$. Then $r=b\cosh t$, $dz/r=dt$, and
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-\kappa r}}{r}\,dz
=\int_{-\infty}^{\infty}e^{-\kappa b\cosh t}\,dt=2K_0(\kappa b).
\end{equation}
Since $K_0'(x)=-K_1(x)$, the two minus signs cancel and the factors of two cancel:
\begin{equation}
\theta(b)=\frac{Z_1Z_2}{E}\sum_i c_i\kappa_iK_1(\kappa_i b).
\label{theta}
\end{equation}

The next atom of the row lies a distance $d$ further on. There the ion's distance from the row is
\begin{equation}
r(b)=b+d\,\theta(b).
\label{map}
\end{equation}
A small $b$ gives a large deflection, and a large $b$ is already far from the row. The function therefore has a minimum $R$, the shadow radius, and in this small-angle picture no ion arrives within $R$ of the row. The picture fails for nearly head-on hits: an ion heavier than its target then continues forward, inside the shadow, but such ions are very rare and have lost almost all their energy when the two masses are similar.

The unscreened limit shows the scaling. As $\kappa_i\to0$, $\kappa_iK_1(\kappa_i b)\to1/b$, so
\begin{equation}
r=b+\frac{R_C^2}{4b},\qquad R_C=2\sqrt{\frac{Z_1Z_2d}{E}} .
\end{equation}
Setting $dr/db=1-R_C^2/(4b^2)=0$ gives $b=R_C/2$ and $r=R_C$. The shadow narrows as the energy rises. Screening makes it smaller than $R_C$.

\section*{How thermal motion reopens the row}

Let each atom have rms displacement $u$ along each Cartesian direction. If two atoms move independently, their relative displacement has variance $\sigma^2=2u^2$ per component. The probability of a nearly central hit on the second atom, divided by its random value, is the Gaussian density evaluated where the ions arrive:
\begin{equation}
P_2=\int_0^\infty 2\pi b\,db\;\frac{e^{-r(b)^2/2\sigma^2}}{2\pi\sigma^2}.
\label{hit}
\end{equation}
For the Coulomb case, $r^2=b^2+R_C^2/2+R_C^4/(16b^2)$. With $s=b^2$ and $b\,db=ds/2$,
\begin{equation}
P_2=\frac{e^{-R_C^2/4\sigma^2}}{2\sigma^2}\int_0^\infty
e^{-\gamma s-\beta/s}\,ds,\quad
\gamma=\frac1{2\sigma^2},\quad \beta=\frac{R_C^4}{32\sigma^2}.
\end{equation}
The substitution $s=\sqrt{\beta/\gamma}\,e^t$ turns the exponent into $-2\sqrt{\beta\gamma}\cosh t$. The factor $e^t$ from $ds$ may be replaced by its even part $\cosh t$, so the integral is $2\sqrt{\beta/\gamma}\,K_1(2\sqrt{\beta\gamma})$. Here $\sqrt{\beta/\gamma}=R_C^2/4$ and $2\sqrt{\beta\gamma}=R_C^2/(4\sigma^2)\equiv q$. Hence
\begin{equation}
P_2=q\,e^{-q}K_1(q).
\end{equation}

For $q\to0$, $K_1(q)\to1/q$ and $P_2\to1$: vibration, or a very high energy, exposes the second atom. For $q\gg1$, $P_2\simeq\sqrt{\pi q/2}\,e^{-2q}$, and the atom is hidden. Direct integration of \eqref{hit} agrees with the closed form at $q=0.1$, $1$ and $4$, where $P_2=0.89$, $0.22$ and $0.0009$.

\section*{Why the recoil energy must fall}

Sputtering depends on more than central hits, since a distant collision also transfers energy. Let $h(r)$ be $T$ averaged over the second atom's thermal displacement $\mathbf u$ relative to the first atom:
\begin{equation}
h(r)=\int d^2u\,g(u)\,T(|\mathbf r-\mathbf u|).
\end{equation}
Both the Gaussian $g$ and the transfer $T$ decrease with distance. Each can be built by stacking discs with positive weights, so $h(r)$ is a positive sum of overlap areas of two discs whose centres are $r$ apart. Such an overlap cannot grow when the discs are separated further. Thus $h$ does not increase with $r$.

Repulsion gives $r(b)\ge b$, and therefore
\begin{equation}
\int d^2b\,h(r(b))\le\int d^2b\,h(b)
=\int d^2u\,g(u)\int d^2b\,T(b)=S .
\label{inequality}
\end{equation}
The middle equality follows by shifting the origin of $\mathbf b$ for each $\mathbf u$, and the last uses $\int g\,d^2u=1$. A perfectly aligned second atom receives no more energy than a randomly placed one. The same argument holds if $T$ is replaced by any non-decreasing function of $T$, such as a count of recoils above a threshold.

This inequality concerns two atoms and a fixed ion energy. Energy lost in the first collision can increase the transfer in a later distant one, and ions scattered from one row can strike another. A many-layer calculation is needed to include both effects.

\section*{Where the displaced ions go}

The ions removed from the shadow collect just outside it. Conservation of ions between $b$ and $r$ gives the flux relative to the incident flux,
\begin{equation}
f(r)=\sum_{\rm branches}\frac{b}{r}\left|\frac{db}{dr}\right| .
\end{equation}
Near the minimum at $b_0$, $r\simeq R+\frac12r''(b-b_0)^2$, where $r''$ is the second derivative at $b_0$. Each of the two branches has $|db/dr|=1/\sqrt{2r''(r-R)}$. Adding them gives
\begin{equation}
f(r)\simeq\frac{b_0}{R}\sqrt{\frac{2}{r''(r-R)}},\qquad r\to R^+ .
\end{equation}
The peak has a finite area. An atom placed there by tilting the beam can receive more energy than in the random case. The aligned minimum can therefore have shoulders of enhanced sputtering beside it.

\section*{From hidden atoms to the yield}

Let the layer spacing be $\delta$, and let a row repeat after $m$ layers, so $d=m\delta$. The first $m$ layers contain the first atoms of different rows and are exposed. If every later atom were perfectly hidden and each exposed layer received the random energy, the ratio of the sums in \eqref{yield} for a deep target would be
\begin{equation}
\eta_0=\frac{\sum_{n=1}^{m}e^{-(n-1)\delta/L}}
{\sum_{n=1}^{\infty}e^{-(n-1)\delta/L}}
=1-e^{-m\delta/L}=1-e^{-d/L}.
\label{eta}
\end{equation}
Here both geometric sums have the common denominator $1-e^{-\delta/L}$, which cancels.

This helps to explain the role of an open axis. The area per row times $d$ is the volume per atom in an elemental crystal with one kind of row. A short repeat $d$ means widely separated rows, and it also means a thin exposed region. For copper with $L=10$ angstrom, \eqref{eta} gives $1-e^{-0.2553}=0.23$ along $[110]$, where $d=2.553$ angstrom. Along $[100]$, $d$ equals the lattice constant, 3.61 angstrom, and the result is $0.30$. These are perfect-shadow estimates at normal incidence on the corresponding surfaces, with $L$ held fixed. For the 30\,000 eV gallium ions treated below, energy that reaches the hidden layers raises them to about a third along $[110]$ and about $0.46$ along $[100]$.

\section*{Gallium ions on copper}

Consider 30\,000 eV Ga$^+$ ions at normal incidence on Cu(110), along $[110]$, at 300 K. The rough inputs are masses 69.7 and 63.5 u, lattice constant 3.61 angstrom and Debye temperature 315 K. The universal screened potential has screening length $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ in atomic units, here 0.1072 angstrom. Its $c_i$ are $0.18175$, $0.50986$, $0.28022$, $0.02817$, and its $\kappa_i a$ are $3.19980$, $0.94229$, $0.40290$, $0.20162$.

For recoil energies the exact binary angle is used. With relative energy $E_c=EM_2/(M_1+M_2)$, angular momentum conservation gives $r^2\dot\varphi=vb$, and energy conservation gives $\dot r=\pm v\sqrt{1-V/E_c-b^2/r^2}$. Dividing and integrating over both halves of the path gives the centre-of-mass deflection
\begin{equation}
\Theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}},
\end{equation}
where $r_0$ is the closest approach. In that frame the target's speed is $v_c=M_1v/(M_1+M_2)$ before and after the collision. Its velocity change is $2v_c\sin(\Theta/2)$, which is its final laboratory speed because it started at rest. Hence
\begin{equation}
T=\frac{M_2}{2}\,4v_c^2\sin^2\frac{\Theta}{2}
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac{\Theta}{2}.
\end{equation}
Integration gives $S=2972$ eV angstrom$^2$. With $A=9.215$ angstrom$^2$, the first layer should receive $2972/9.215=322.5$ eV per ion; the simulation gave 324.5 eV.

The minimum of \eqref{map} occurs at $b=0.560$ angstrom and gives $R=0.755$ angstrom, or 0.0755 nm. The deflection at this edge is $(0.755-0.560)/2.553=0.076$ rad. Exact scattering angles give $R=0.733$ angstrom, 3\% smaller. The Coulomb radius would be 2.10 angstrom, so screening cannot be neglected here.

At 300 K, $u=0.0845$ angstrom and $\sigma=\sqrt2\,u=0.120$ angstrom. The shadow radius is about $6.3\sigma$. Equation \eqref{hit} with screening gives $P_2\approx10^{-8}$; so small a Gaussian tail means negligible central hits, not a reliable rate. Exact trajectories change it to about $3\times10^{-8}$ and add about $6\times10^{-6}$ from ions with $b$ below 0.002 angstrom, which go straight on with only about 65 eV left. The second atom still receives $0.023$ of the random recoil energy, because distant collisions transfer some energy. This value uses the small-angle deflection \eqref{theta}; exact angles raise it to about $0.027$. At a sideways offset of 0.88 angstrom the static second atom instead receives 1.36 times the random value.

The simulation followed ions through 20 layers, with energy loss and independent thermal displacements. It allowed one collision per layer, within half a row repeat. The aligned-to-random energy ratios in the first four layers were $1.02$, $1.00$, $0.04$ and $0.08$. Uniform illumination requires equality in layer 1, so its 2\% difference is sampling error. The drop at layer 3 is the shadow: along this axis $d=2\delta$, so layers 1 and 2 begin separate rows. By layer 8 the ratio had risen to $0.14$. Nearly all the energy in that layer comes from ions that passed within 0.6 angstrom of an atom in the first two layers, about a quarter of the beam. Such ions are pushed away from their own row and can strike other rows deeper down.

For $L=10$ angstrom the weighted ratio over these 20 layers is
\begin{equation}
\eta=\frac{\sum_n w_n\langle T_n\rangle_{\rm aligned}}
{\sum_n w_n\langle T_n\rangle_{\rm random}}=0.34 .
\end{equation}
Its statistical standard error is 0.004, much less than the uncertainty of the model. Perfect shadows in a 20-layer target would give $(1-e^{-0.255})/(1-e^{-2.55})=0.24$. The remaining $0.336-0.244=0.09$ measures mainly the energy that still reaches deeper layers. Taking $L=5$ or 20 angstrom gives $\eta=0.46$ or $0.28$. These sums stop at a depth of about 24 angstrom. Continuing them to 60 layers lowers $\eta$ to about $0.32$ for $L=10$ angstrom and $0.25$ for $L=20$ angstrom, and hardly changes the value for $L=5$ angstrom. A smaller $L$ gives more weight to the two exposed layers and weakens the contrast. Counting recoils above 100 eV instead of adding their energies gives $0.37$ at $L=10$ angstrom.

\section*{When the reduction weakens or reverses}

Tilting the beam moves later atoms out of the shadow. With the random target tilted equally, so that the change of path length is common to both, and with $L=10$ angstrom and the tilt azimuth fixed at 20 degrees from the in-plane $[001]$ direction, the ratio was $0.45$, $0.99$ and $1.23$ at 8, 16 and 24 degrees. The shadow edge corresponds to $\arctan(0.755/2.553)=16$ degrees. The value above one shows that a particular direction in a crystal need not behave like the registry-free reference. Flux outside the shadow offers a mechanism for it, though collisions with neighbouring rows may also contribute. These values apply only to the stated azimuth, because the azimuth decides which neighbouring rows the tilted ions approach.

At 3000 eV the aligned ratio rises to about $0.55$, uncertain by a few hundredths. Wider deflection cones, which can send ions onto neighbouring rows, and faster energy loss in the random target may both contribute; the calculation does not test them separately. Once shadows become comparable with the spacing between rows, the picture of independent rows fails. At the opposite limit, when $R$ falls below $\sigma$, thermal motion exposes the second atom.

Focused-ion-beam milling of copper grains uses gallium ions at roughly this energy, and milling rates there depend on grain orientation. The value $\eta=0.34$ is a model energy ratio and should not be read as a measured yield ratio. Beam damage breaks the assumption of perfect rows: placing 20\% of the atoms at random lateral positions raises $\eta$ to $0.54$. Heating to 600 K, which about doubles the mean-square displacement, gives $0.35$. Omitted electronic stopping would remove about 400 eV over 10 angstrom, or 1.3\% of the beam energy. Cascade transport, implanted gallium and changing surface shape remain outside the estimate. The numerical output lists most of the values for this example.

\section*{Numbers as computed}
\begin{verbatim}
Ga ion energy: 30000 eV
Ga and Cu masses (rough): 69.7, 63.5 u
Cu lattice constant (rough): 3.61 angstrom
Cu Debye temperature (rough): 315 K
[110] row repeat: 2.553 angstrom
Layer spacing: 1.276 angstrom
Area per atom in one layer: 9.215 angstrom^2
Screening length: 0.1072 angstrom
Thermal rms per component, 300 K: 0.0845 angstrom
Thermal rms per component, 600 K: 0.1182 angstrom
Shadow radius, impulse formula: 0.755 angstrom
Same shadow radius: 0.0755 nm
Impact parameter at shadow edge: 0.560 angstrom
Shadow radius, exact angles: 0.733 angstrom
Unscreened Coulomb radius: 2.099 angstrom
Coulomb hit probability / random, q=0.1: 0.8916
Coulomb hit probability / random, q=1.0: 0.2214
Coulomb hit probability / random, q=4.0: 0.0009
Screened hit probability / random, 300 K: 1.17e-08
Screened hit probability / random, 600 K: 1.48e-04
Stopping integral S: 2972 eV angstrom^2
Universal-fit stopping: 2969 eV angstrom^2
Expected first-layer recoil energy: 322.5 eV/ion
Simulated first-layer recoil energy: 324.5 eV/ion
Second atom energy / random, static: 0.0146
Second atom energy / random, 300 K: 0.0227
Peak second-atom energy / random: 1.359
Sideways offset at that peak: 0.88 angstrom
Layer 1 energy, aligned/random: 1.019
Layer 2 energy, aligned/random: 0.995
Layer 3 energy, aligned/random: 0.041
Layer 4 energy, aligned/random: 0.082
Layer 5 energy, aligned/random: 0.080
Layer 6 energy, aligned/random: 0.109
Layer 7 energy, aligned/random: 0.131
Layer 8 energy, aligned/random: 0.135
Surface energy ratio, L=5 angstrom: 0.462
Surface energy ratio, L=10 angstrom: 0.336
Surface energy ratio, L=20 angstrom: 0.279
Standard error at L=10 angstrom: 0.004
Ratio for recoils above 100 eV, L=10 angstrom: 0.370
Straight-ray energy ratio, mean of layers: 0.999
Surface energy ratio at 600 K: 0.347
Surface energy ratio with 20% disorder: 0.539
Surface energy ratio at 3000 eV: 0.550
Surface energy ratio at 8 degree tilt: 0.452
Surface energy ratio at 16 degree tilt: 0.986
Surface energy ratio at 24 degree tilt: 1.227
Omitted electronic loss in 10 angstrom: 403 eV
Electronic loss / beam energy: 0.0134
Stopping omitted beyond cutoff: 0.00 %
\end{verbatim}
